# The gamma function of self-consistent-charge tight binding: a numerical check

```python
# Result under test: two normalised clouds F(r) = tau^3 exp(-tau r)/(8 pi)
# at distance R repel with gamma(R) = 1/R - S(tau_A, tau_B, R).
# The on-site value is 5 tau/16, so gamma(0) = U requires tau = 16 U/5.
# U = second derivative of the atomic energy with respect to electron number
# (I - A in finite differences). Hartree atomic units throughout.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.special import gammainc, gammaincc
from scipy.constants import physical_constants

mp.mp.dps = 60
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def short_range(ta, tb, R):
    """Closed form of S; the equal-exponent form is used when ta == tb."""
    ta, tb, R = mp.mpf(ta), mp.mpf(tb), mp.mpf(R)
    if ta == tb:
        return mp.exp(-ta * R) * (1 / R + 11 * ta / 16
                                  + 3 * ta**2 * R / 16 + ta**3 * R**2 / 48)

    def half(x, y):
        d = x**2 - y**2
        return mp.exp(-x * R) * (x * y**4 / (2 * d**2)
                                 - (y**6 - 3 * y**4 * x**2) / (d**3 * R))
    return half(ta, tb) + half(tb, ta)


def gamma_closed(ta, tb, R):
    return 1 / mp.mpf(R) - short_range(ta, tb, R)


def cloud(r, t):
    return t**3 * np.exp(-t * r) / (8 * np.pi)


def shell_potential(r, t):
    """Enclosed charge over r plus the potential of the outer shells."""
    return gammainc(3, t * r) / r + 0.5 * t * gammaincc(2, t * r)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(100)


def gamma_quadrature(ta, tb, R):
    """Integral of F_A times the potential of B, spheroidal coordinates."""
    length = 80.0 / (ta * R)
    xi = (1 + 0.5 * length * (NODES + 1))[:, None]
    eta = NODES[None, :]
    w = 0.5 * length * WEIGHTS[:, None] * WEIGHTS[None, :]
    ra, rb = 0.5 * R * (xi + eta), 0.5 * R * (xi - eta)
    volume = 2 * np.pi * (R / 2)**3 * (xi**2 - eta**2)
    return float(np.sum(w * volume * cloud(ra, ta) * shell_potential(rb, tb)))


# On-site repulsion from the definition, symbolically
r, s, t, U = sp.symbols("r s t U", positive=True)
radial = t**3 * r**2 * sp.exp(-t * r) / 2
inside = sp.integrate(radial.subs(r, s), (s, 0, r))
self_energy = sp.simplify(
    sp.integrate(sp.expand(2 * radial * inside / r), (r, 0, sp.oo)))
tau_solution = sp.solve(sp.Eq(self_energy, U), t)
assert len(tau_solution) == 1
assert sp.simplify(tau_solution[0] - sp.Rational(16, 5) * U) == 0
assert sp.simplify(sp.integrate(radial, (r, 0, sp.oo)) - 1) == 0
mean_radius = sp.simplify(sp.integrate(r * radial, (r, 0, sp.oo)))
assert sp.simplify(mean_radius - 3 / t) == 0

# Model parameters (hartree, bohr)
UA, UB, delta, R0 = 0.5, 0.4, 0.05, 2.0
tA, tB = 16 * UA / 5, 16 * UB / 5

# Potential and Fourier transform of one cloud
for x in (0.3, 1.0, 4.0):
    closed = 1 / x - np.exp(-tA * x) * (1 / x + tA / 2)
    assert abs(closed - shell_potential(x, tA)) < 1e-12
for k in (0.4, 1.3, 3.0):
    numeric = quad(lambda x: 4 * np.pi * x * np.sin(k * x) / k * cloud(x, tA),
                   0, 40, limit=300, epsabs=1e-12)[0]
    assert abs(numeric - tA**4 / (k**2 + tA**2)**2) < 1e-9

# Partial fractions in z = k^2, with a = tau_A^2 and b = tau_B^2
z, a, b = sp.symbols("z a b")


def pole_terms(p, q):
    return (q**2 * (3 * p - q) / ((q - p)**3 * (z + p))
            - p * q**2 / ((q - p)**2 * (z + p)**2))


product = a**2 * b**2 / (z * (z + a)**2 * (z + b)**2)
assert sp.cancel(sp.together(
    product - 1 / z - pole_terms(a, b) - pole_terms(b, a))) == 0

# Closed gamma against two-centre quadrature
distances = (0.5, 1.0, 2.0, 4.0, 8.0, 12.0)
max_error = 0.0
for pair in ((tA, tB), (tA, tA), (tB, tB)):
    for R in distances:
        err = abs(gamma_quadrature(*pair, R) - float(gamma_closed(*pair, R)))
        max_error = max(max_error, err)
assert max_error < 1e-9

# Equal-exponent form is the limit of the unequal form
near = mp.mpf(tA) * (1 + mp.mpf(10)**-10)
for R in (0.5, 2.0, 6.0):
    assert abs(gamma_closed(tA, near, R) - gamma_closed(tA, tA, R)) < 1e-9

# Short range: expansion, Poisson curvature and unequal coincident value
x = sp.symbols("x")
poly = 1 + 11 * x / 16 + 3 * x**2 / 16 + x**3 / 48
expansion = sp.expand(sp.series((1 - sp.exp(-x) * poly), x, 0, 5).removeO())
assert expansion.coeff(x, 0) == 0
assert expansion.coeff(x, 1) == sp.Rational(5, 16)
assert expansion.coeff(x, 2) == 0
F = t**3 * sp.exp(-t * r) / (8 * sp.pi)
overlap = sp.integrate(4 * sp.pi * r**2 * F**2, (r, 0, sp.oo))
poisson = sp.simplify(-4 * sp.pi * overlap / 6)
assert sp.simplify(poisson - expansion.coeff(x, 3) * t**3) == 0
assert expansion.coeff(x, 3) == -sp.Rational(1, 96)
gamma_zero = tA * tB * (tA**2 + 3 * tA * tB + tB**2) / (2 * (tA + tB)**3)
overlap_value = quad(lambda y: 4 * np.pi * y**2 * cloud(y, tA)
                     * shell_potential(y, tB), 0, 60, limit=300)[0]
assert abs(overlap_value - gamma_zero) < 1e-8
assert abs(gamma_closed(tA, tB, mp.mpf(10)**-8) - gamma_zero) < 1e-12

# Long range: only exponentially small deviations from 1/R
assert abs(30 * gamma_quadrature(tA, tB, 30.0) - 1) < 1e-9

# Charge transfer in the pair, closed formula against constrained equations
g0 = float(gamma_closed(tA, tB, R0))
curvature = UA + UB - 2 * g0
transfer = delta / curvature
energy = -delta**2 / (2 * curvature)
gq = gamma_quadrature(tA, tB, R0)
system = np.array([[UA, gq, 1], [gq, UB, 1], [1, 1, 0]])
dq = np.linalg.solve(system, [delta, 0, 0])[:2]
energy_direct = -delta * dq[0] + 0.5 * dq @ system[:2, :2] @ dq
assert abs(dq[0] - transfer) < 1e-7 and abs(dq[1] + transfer) < 1e-7
assert abs(energy_direct - energy) < 1e-8
point_curvature = UA + UB - 2 / R0
assert curvature > 0 > point_curvature

# Eight alternating sites on a cube of edge R0
sites = [(i, j, k) for i in (0, 1) for j in (0, 1) for k in (0, 1)]
hard = [UA if sum(p) % 2 == 0 else UB for p in sites]
G, P = np.diag(hard), np.diag(hard)
for i in range(8):
    for j in range(i):
        d = R0 * np.linalg.norm(np.subtract(sites[i], sites[j]))
        G[i, j] = G[j, i] = float(
            gamma_closed(16 * hard[i] / 5, 16 * hard[j] / 5, d))
        P[i, j] = P[j, i] = 1 / d
lowest_gamma = np.linalg.eigvalsh(G)[0]
lowest_point = np.linalg.eigvalsh(P)[0]
assert lowest_gamma > 0 > lowest_point

print("symbolic on-site repulsion:", self_energy)
print("symbolic exponent from gamma(0) = U:", tau_solution[0])
print(f"U_A = {UA:.3f} hartree, U_B = {UB:.3f} hartree")
print(f"tau_A = {tA:.4f} 1/bohr, tau_B = {tB:.4f} 1/bohr")
print(f"mean radius A = {3/tA:.4f} bohr, B = {3/tB:.4f} bohr")
print(f"gamma_AB at R = 0: {gamma_zero:.6f} hartree")
print("R (bohr), gamma_AB (hartree), 1/R (hartree), 1 - R*gamma")
for R in distances:
    g = gamma_closed(tA, tB, R)
    print(f"{R:5.1f}  {float(g):.6f}  {1/R:.6f}  {float(1-R*g):.3e}")
print(f"largest closed-minus-quadrature error: {max_error:.1e} hartree")
print(f"pair distance = {R0:.2f} bohr, site difference = {delta:.3f} hartree")
print(f"gamma_AB at pair distance = {g0:.6f} hartree")
print(f"gamma_AB at pair distance = {g0*HARTREE_EV:.4f} eV")
print(f"pair curvature with gamma = {curvature:.6f} hartree")
print(f"pair curvature with 1/R = {point_curvature:.6f} hartree")
print(f"distance where 1/R curvature vanishes = {2/(UA+UB):.4f} bohr")
print(f"electrons transferred to A = {transfer:.5f}")
print(f"energy of transfer = {energy:.6f} hartree")
print(f"energy of transfer = {energy*HARTREE_EV:.4f} eV")
print(f"cube: lowest eigenvalue with gamma = {lowest_gamma:.6f} hartree")
print(f"cube: lowest eigenvalue with 1/R = {lowest_point:.6f} hartree")
print("tests ok")
```

It prints:

```
symbolic on-site repulsion: 5*t/16
symbolic exponent from gamma(0) = U: 16*U/5
U_A = 0.500 hartree, U_B = 0.400 hartree
tau_A = 1.6000 1/bohr, tau_B = 1.2800 1/bohr
mean radius A = 1.8750 bohr, B = 2.3438 bohr
gamma_AB at R = 0: 0.443347 hartree
R (bohr), gamma_AB (hartree), 1/R (hartree), 1 - R*gamma
  0.5  0.436038  2.000000  7.820e-01
  1.0  0.416010  1.000000  5.840e-01
  2.0  0.355091  0.500000  2.898e-01
  4.0  0.237141  0.250000  5.143e-02
  8.0  0.124898  0.125000  8.197e-04
 12.0  0.083333  0.083333  8.673e-06
largest closed-minus-quadrature error: 3.7e-15 hartree
pair distance = 2.00 bohr, site difference = 0.050 hartree
gamma_AB at pair distance = 0.355091 hartree
gamma_AB at pair distance = 9.6625 eV
pair curvature with gamma = 0.189817 hartree
pair curvature with 1/R = -0.100000 hartree
distance where 1/R curvature vanishes = 2.2222 bohr
electrons transferred to A = 0.26341
energy of transfer = -0.006585 hartree
energy of transfer = -0.1792 eV
cube: lowest eigenvalue with gamma = 0.022708 hartree
cube: lowest eigenvalue with 1/R = -0.278714 hartree
tests ok
```
